**Ground-state polarizability of an electron in a hard-walled box**

The program tests $\alpha=(15-\pi^2)L^4/(12\pi^4)$ in Hartree atomic units, where $L$ is the box length and the energy in a static field $F$ is $E_1-\alpha F^2/2$ to second order. Symbolic algebra confirms that the closed-form first-order wave function satisfies its differential equation and vanishes at both walls, and quadrature confirms the integral that gives $\alpha$. An independent diagonalization in polynomials that vanish at the walls supplies $\alpha$ from finite fields at $L=4$ and $L=10$ bohr, and it agrees with the formula within a relative tolerance of $2\times10^{-6}$. The same basis is used to assert the first-order wave function, the position matrix elements, the closure sum and the share of the first excited state. For $L=10$ bohr the output shows $\alpha=43.890$ a.u., of which the first excited state supplies 99.87 percent. At $F=0.001$ a.u. the second-order energy shift differs from the full diagonalization by about 0.008 percent of its value.

## Numerical check

```python
"""
Polarizability of the ground state of an electron in a hard-walled box.

Result under test (Hartree atomic units, box from -L/2 to L/2, V = F*x):
    alpha = (15 - pi^2) L^4 / (12 pi^4),   E(F) = E_1 - alpha F^2/2 + ...
and the first excited state supplies 4096/(81 pi^2 (15 - pi^2)) of alpha.

Symbols: L box length, F field strength, n state number (1 = ground state),
chi first-order wave function per unit field, x_n1 position matrix element.
The independent road is diagonalization in polynomials that vanish at the
walls; no sine or cosine enters that calculation.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre
from scipy.linalg import eigh
from scipy.constants import physical_constants

pi = np.pi
BASIS_SIZE = 20
nodes, weights = legendre.leggauss(80)


def alpha_formula(L):
    return (15 - pi**2) * L**4 / (12 * pi**4)


def matrix_element_formula(n, L):
    return 8 * n * L / (pi**2 * (n**2 - 1)**2)


def state_term_formula(n, L):
    return 256 * n**2 * L**4 / (pi**6 * (n**2 - 1)**5)


def chi_formula(x, L):
    k = pi / L
    bracket = x * np.cos(k * x) + k * (x**2 - L**2 / 4) * np.sin(k * x)
    return np.sqrt(2 / L) * bracket / (2 * k**2)


# Polynomial basis (1 - s^2) P_j(s) on s = 2x/L, and its derivatives.
values, slopes = [], []
for j in range(BASIS_SIZE):
    unit = np.zeros(j + 1)
    unit[j] = np.sqrt((2 * j + 1) / 2)
    series = legendre.legmul(unit, legendre.poly2leg([1, 0, -1]))
    values.append(legendre.legval(nodes, series))
    slopes.append(legendre.legval(nodes, legendre.legder(series)))
values, slopes = np.array(values), np.array(slopes)


def box_matrices(L):
    overlap = (values * weights) @ values.T * L / 2
    kinetic = (slopes * weights) @ slopes.T / L
    position = (values * weights * nodes) @ values.T * L**2 / 4
    return overlap, kinetic, position


def solve_box(L, F):
    overlap, kinetic, position = box_matrices(L)
    return eigh(kinetic + F * position, overlap)


def ground_function(vectors):
    psi = vectors[:, 0] @ values
    return psi * np.sign(np.sum(weights * psi))


# Symbolic check of the first-order equation and of the wall conditions.
xs = sp.symbols("x", real=True)
Ls = sp.symbols("L", positive=True)
ks = sp.pi / Ls
phi_s = sp.sqrt(2 / Ls) * sp.cos(ks * xs)
chi_s = sp.sqrt(2 / Ls) / (2 * ks**2) * (
    xs * sp.cos(ks * xs) + ks * (xs**2 - Ls**2 / 4) * sp.sin(ks * xs))
residual = -sp.diff(chi_s, xs, 2) / 2 - ks**2 / 2 * chi_s + xs * phi_s
assert sp.simplify(sp.expand(residual)) == 0
assert sp.simplify(chi_s.subs(xs, Ls / 2)) == 0
assert sp.simplify(chi_s.subs(xs, -Ls / 2)) == 0

# Numerical checks at two box lengths, so that the L^4 law is tested too.
for L in (4.0, 10.0):
    x = L * nodes / 2
    dx = L * weights / 2
    k = pi / L
    phi = np.sqrt(2 / L) * np.cos(k * x)

    # Overlap integral of the first-order function by quadrature.
    alpha_quadrature = -2 * np.sum(dx * phi * x * chi_formula(x, L))
    assert abs(alpha_quadrature / alpha_formula(L) - 1) < 1e-10
    J = np.sum(dx * x**2 * np.cos(2 * k * x))
    assert abs(J / (-L**3 / (2 * pi**2)) - 1) < 1e-10

    # Finite fields; two strengths remove the next order in F^2.
    step = 1 / L**3
    energies, vectors = solve_box(L, 0.0)
    curvature = [-2 * (solve_box(L, f)[0][0] - energies[0]) / f**2
                 for f in (step, 2 * step)]
    alpha_field = (4 * curvature[0] - curvature[1]) / 3
    assert abs(alpha_field / alpha_formula(L) - 1) < 2e-6

    # First-order function as a field derivative of the full ground state;
    # the central difference leaves a relative error of order 1e-4.
    psi_plus = ground_function(solve_box(L, step)[1])
    psi_minus = ground_function(solve_box(L, -step)[1])
    chi_numeric = (psi_plus - psi_minus) / (2 * step)
    chi_exact = chi_formula(x, L)
    assert np.max(abs(chi_numeric - chi_exact)) < 1e-3 * np.max(abs(chi_exact))

    # Matrix elements, closure and sum over states from the polynomials.
    position = box_matrices(L)[2]
    x_n1 = vectors.T @ position @ vectors[:, 0]
    for n in (2, 4, 6):
        assert abs(abs(x_n1[n - 1]) - matrix_element_formula(n, L)) < 1e-5 * L
    for n in (1, 3, 5):
        assert abs(x_n1[n - 1]) < 1e-9 * L
    mean_square = np.sum(dx * phi**2 * x**2)
    assert abs(mean_square / (L**2 * (1/12 - 1/(2 * pi**2))) - 1) < 1e-10
    assert abs(np.sum(x_n1**2) / mean_square - 1) < 1e-8
    terms = 2 * x_n1[1:]**2 / (energies[1:] - energies[0])
    share_numeric = terms[0] / np.sum(terms)
    share_formula = 4096 / (81 * pi**2 * (15 - pi**2))
    assert abs(share_numeric - share_formula) < 1e-7
    assert round(100 * share_numeric, 1) == 99.9

    # The series of analytic terms must add up to the closed form.
    series_sum = sum(state_term_formula(n, L) for n in range(2, 200, 2))
    assert abs(series_sum / alpha_formula(L) - 1) < 1e-11

    # Closure ceiling on everything beyond the first excited state.
    rest = np.sum(terms[1:])
    ceiling = 2 * (mean_square - x_n1[1]**2) / (energies[3] - energies[0])
    assert 0 < rest < ceiling

# Worked example; L, mean_square, energies, x_n1 now belong to L = 10 bohr.
F = 0.001
alpha = alpha_formula(L)
field_energies, field_vectors = solve_box(L, F)
full_shift = field_energies[0] - energies[0]
second_order_shift = -alpha * F**2 / 2
ground = field_vectors[:, 0]
full_dipole = -ground @ position @ ground
assert abs(full_shift / second_order_shift - 1) < 1e-3
assert abs(full_dipole / (alpha * F) - 1) < 1e-3
si_factor = physical_constants["atomic unit of electric polarizability"][0]

print(f"alpha / L^4 (closed form)          = {alpha / L**4:.7f} a.u.")
print(f"box length L                       = {L:.1f} bohr")
print(f"field F                            = {F:.4f} a.u.")
print(f"ground energy E_1                  = {energies[0]:.6f} hartree")
print(f"gap E_2 - E_1                      = {energies[1]-energies[0]:.6f} hartree")
print(f"gap E_4 - E_1                      = {energies[3]-energies[0]:.6f} hartree")
print(f"matrix element |x_21|              = {abs(x_n1[1]):.6f} bohr")
print(f"alpha, closed form                 = {alpha:.5f} a.u.")
print(f"alpha, finite-field polynomials    = {alpha_field:.5f} a.u.")
print(f"alpha in SI units                  = {alpha * si_factor:.4e} C^2 m^2 / J")
for n in (2, 4, 6):
    term = state_term_formula(n, L)
    print(f"contribution of n = {n}              = {term:.6f} a.u.")
    print(f"share of n = {n}                     = {100 * term / alpha:.4f} percent")
print(f"share of n = 2, polynomial basis   = {100 * share_numeric:.4f} percent")
print(f"mean square <x^2>                  = {mean_square:.6f} bohr^2")
print(f"|x_21|^2                           = {x_n1[1]**2:.6f} bohr^2")
print(f"|x_21|^2 / <x^2>                   = {100*x_n1[1]**2/mean_square:.3f} percent")
print(f"all states beyond n = 2            = {rest:.6f} a.u.")
print(f"closure ceiling on that rest       = {ceiling:.6f} a.u.")
print(f"field coupling F |x_21|            = {F * abs(x_n1[1]):.6f} hartree")
print(f"coupling / gap                     = {F*abs(x_n1[1])/(energies[1]-energies[0]):.5f}")
print(f"induced dipole alpha F             = {alpha * F:.6f} a.u.")
print(f"induced dipole, full diagonalization = {full_dipole:.6f} a.u.")
print(f"second-order shift -alpha F^2 / 2  = {second_order_shift:.5e} hartree")
print(f"shift, full diagonalization        = {full_shift:.5e} hartree")
print("checks complete")
```

Running it gives:

```
alpha / L^4 (closed form)          = 0.0043890 a.u.
box length L                       = 10.0 bohr
field F                            = 0.0010 a.u.
ground energy E_1                  = 0.049348 hartree
gap E_2 - E_1                      = 0.148044 hartree
gap E_4 - E_1                      = 0.740220 hartree
matrix element |x_21|              = 1.801265 bohr
alpha, closed form                 = 43.89046 a.u.
alpha, finite-field polynomials    = 43.89046 a.u.
alpha in SI units                  = 7.2366e-40 C^2 m^2 / J
contribution of n = 2              = 43.832319 a.u.
share of n = 2                     = 99.8675 percent
contribution of n = 4              = 0.056105 a.u.
share of n = 4                     = 0.1278 percent
contribution of n = 6              = 0.001825 a.u.
share of n = 6                     = 0.0042 percent
share of n = 2, polynomial basis   = 99.8675 percent
mean square <x^2>                  = 3.267274 bohr^2
|x_21|^2                           = 3.244557 bohr^2
|x_21|^2 / <x^2>                   = 99.305 percent
all states beyond n = 2            = 0.058140 a.u.
closure ceiling on that rest       = 0.061378 a.u.
field coupling F |x_21|            = 0.001801 hartree
coupling / gap                     = 0.01217
induced dipole alpha F             = 0.043890 a.u.
induced dipole, full diagonalization = 0.043883 a.u.
second-order shift -alpha F^2 / 2  = -2.19452e-05 hartree
shift, full diagonalization        = -2.19435e-05 hartree
checks complete
```
